# Image energy of a charge between two grounded plates

**The system.** A point charge $q$ is held in vacuum between two infinite, flat, parallel plates, which occupy the planes $z=0$ and $z=L$. The charge lies on the $z$ axis at height $a$, with $0<a<L$, and $x=a/L$ denotes its fractional height. The plates are ideal static conductors, both grounded, with no contact potential between them. Hartree atomic units are used: a charge $q$ at distance $r$ produces the potential $q/r$, and an electron has $q=-1$. To restore SI units in an energy of the form $q^2/L$, replace it by $q^2/(4\pi\varepsilon_0L)$.

## Part (a): The images

**Question.** Find the image charges that make both plates surfaces of zero potential. Show that their potential converges, and that it is the solution of the problem.

**Answer.** The potential vanishes on a plane if every charge has a partner of opposite sign at its mirror position. Reflection in the lower plate takes a position $z$ to $-z$; reflection in the upper plate takes it to $2L-z$. Each reflection reverses the sign of the charge. Performing first one and then the other takes $z$ to $2L-(-z)=z+2L$ and restores the sign. Repeated reflection of the real charge therefore produces

$$
+q\ \text{at}\ a+2nL,\qquad -q\ \text{at}\ -a+2nL,\qquad n=0,\pm1,\pm2,\ldots
$$

The charge $+q$ with $n=0$ is the real one. All the others lie outside the gap, as images must.

Let $R_n^{+}$ and $R_n^{-}$ be the distances from a field point $\mathbf r$ to the positive and negative members of pair $n$. The potential is

$$
\Phi(\mathbf r)=q\sum_{n=-\infty}^{\infty}\left(\frac1{R_n^+}-\frac1{R_n^-}\right).
$$

The members of a pair are $2a$ apart, so the triangle inequality gives $|R_n^--R_n^+|\le 2a$. For a field point in the gap and $|n|\ge2$, both distances are at least $2(|n|-1)L$. Hence

$$
\left|\frac1{R_n^+}-\frac1{R_n^-}\right|
=\frac{|R_n^--R_n^+|}{R_n^+R_n^-}
\le\frac{2a}{4(|n|-1)^2L^2}.
$$

The sum over pairs converges absolutely and uniformly in the gap. The few images with $|n|<2$ lie at nonzero distances from the gap, so the potential of all images together is bounded there.

Now take the finite set $|n|\le N$. On the lower plate, $+q$ at $a+2nL$ is cancelled by $-q$ at $-a-2nL$, which also belongs to the set, so the potential is zero for every $N$. On the upper plate, $+q$ at $a+2nL$ is cancelled by $-q$ at $-a+2(1-n)L$. Two charges are left without partners: $+q$ at $a-2NL$ and $-q$ at $-a-2NL$. They form the pair $n=-N$, whose potential tends to zero by the bound above. Both boundary conditions hold in the limit.

It remains to exclude a second solution. Let $u$ be the difference of two solutions whose induced parts are bounded. The real charge cancels in $u$, so $u$ is bounded and harmonic in the gap and vanishes on both plates. Continue it as an odd function of $z$ with period $2L$. By the reflection principle the continued function is harmonic in all space, and it is still bounded. Liouville's theorem makes it a constant, and its value on the plates makes that constant zero. Boundedness is needed: $\sin(\pi z/L)\,I_0(\pi\rho/L)$, with $\rho$ the distance from the axis and $I_0$ the modified Bessel function, is harmonic and vanishes on both plates, but grows without limit sideways.

## Part (b): From potential to energy

**Question.** Let $\varphi$ be the potential of the images at the position of the real charge. Express in terms of $\varphi$ the energy $W$ of the charge, measured from the same charge far away from uncharged plates.

**Answer.** Build up the charge at its final position from $0$ to $q$. When the amount $q'$ is present, the images are proportional to $q'$, and their potential at that position is $(q'/q)\varphi$. Adding $dq'$ requires the work $(q'/q)\varphi\,dq'$, besides the work against the charge already assembled there. The latter is the self-energy, which is the same without plates and drops out of $W$. Charge flowing between ground and the plates moves at zero potential and costs nothing. Thus

$$
W=\frac{\varphi}{q}\int_0^q q'\,dq'=\frac12\,q\varphi .
$$

The factor $\tfrac12$ arises because the induced charge grows with the charge that induces it. In a fixed external potential the energy would be $q\varphi$.

## Part (c): Summing the series

**Question.** Obtain $W$ in closed form for arbitrary $a$, using the digamma function $\psi(s)=\Gamma'(s)/\Gamma(s)$. Estimate the error made when the image sum is stopped at $|n|=N$.

**Answer.** The images of charge $+q$ are at distances $2|n|L$ from the real charge, with $n\ne0$. Those of charge $-q$ are at distances $|a-(-a+2nL)|=2|a-nL|$. Therefore

$$
\varphi=\sum_{n\neq0}\frac{q}{2|n|L}-\sum_{n=-\infty}^{\infty}\frac{q}{2|a-nL|},
$$

where both sums are to be taken together over $|n|\le N$ before $N\to\infty$, because each diverges alone. The term $n=0$ of the second sum is $-q/(2a)$. Combining $n$ with $-n$ and taking out $q/(2L)$ gives

$$
\varphi=\frac q{2L}\left[-\frac1x+\sum_{n=1}^{\infty}\left(\frac2n-\frac1{n-x}-\frac1{n+x}\right)\right].
$$

Since $1/(n-x)+1/(n+x)=2n/(n^2-x^2)$, the summand is

$$
\frac2n-\frac{2n}{n^2-x^2}=-\frac{2x^2}{n(n^2-x^2)},
$$

which falls as $1/n^3$.

The digamma series follows from the Weierstrass product

$$
\frac1{\Gamma(1+s)}=e^{\gamma s}\prod_{n=1}^{\infty}\left(1+\frac sn\right)e^{-s/n},
$$

where $\gamma$ is Euler's constant. Taking the logarithm, differentiating with respect to $s$ and reversing the sign gives

$$
\psi(1+s)=-\gamma+\sum_{n=1}^{\infty}\left(\frac1n-\frac1{n+s}\right),\qquad s>-1 .
$$

Use this with $s=x$ and with $s=-x$, and add:

$$
\sum_{n=1}^{\infty}\left(\frac2n-\frac1{n-x}-\frac1{n+x}\right)=2\gamma+\psi(1+x)+\psi(1-x).
$$

From $\Gamma(1+x)=x\Gamma(x)$ it follows that $\psi(1+x)=\psi(x)+1/x$. The term $1/x$ cancels the $-1/x$ in $\varphi$. With $W=q\varphi/2$,

$$
W(a)=\frac{q^2}{4L}\left[2\gamma+\psi(x)+\psi(1-x)\right],\qquad x=\frac aL .
$$

The result is unchanged when $x$ is replaced by $1-x$, as the equivalence of the plates requires.

If the sum stops at $N$, giving $W_N$, the missing part is

$$
W-W_N=-\frac{q^2}{4L}\sum_{n>N}\frac{2x^2}{n(n^2-x^2)}
\approx-\frac{q^2x^2}{4L}\int_N^\infty\frac{2\,dn}{n^3}
=-\frac{q^2x^2}{4LN^2}
$$

for large $N$. The truncated sum lies above the true energy.

## Part (d): Two special positions

**Question.** Evaluate $W$ at the midpoint directly from the images. Confirm the value from the closed form, and evaluate $W$ at a quarter of the gap.

**Answer.** For $a=L/2$ the positive images are at distances $2|n|L$ and the negative ones at $|2n-1|L$. On each side there is thus one image at every distance $mL$, $m=1,2,\ldots$, with charge $(-1)^mq$. The set $|n|\le N$ contains one more negative image on the lower side than on the upper, at distance $(2N+1)L$; its contribution vanishes as $N\to\infty$. Hence

$$
\varphi=\frac{2q}{L}\sum_{m=1}^{\infty}\frac{(-1)^m}{m}.
$$

To sum this series, integrate the finite geometric sum

$$
\sum_{m=1}^{M}(-t)^{m-1}=\frac{1-(-t)^M}{1+t}
$$

from $t=0$ to $1$. The left side gives $\sum_{m=1}^M(-1)^{m-1}/m$. The right side gives $\ln2$ and a remainder no larger in magnitude than $\int_0^1t^M\,dt=1/(M+1)$. So $\varphi=-2q\ln2/L$, and

$$
W\!\left(\frac L2\right)=\frac12q\varphi=-\frac{q^2\ln2}{L}.
$$

For an electron this is $-(\ln2)\,e^2/L$, with $e=1$ in the present units.

For the closed form, take the logarithmic derivative of the duplication formula $\Gamma(s)\Gamma(s+\tfrac12)=2^{1-2s}\sqrt\pi\,\Gamma(2s)$:

$$
\psi(s)+\psi(s+\tfrac12)=-2\ln2+2\psi(2s).
$$

The series in part (c) gives $\psi(1)=-\gamma$. Setting $s=\tfrac12$ then yields $\psi(\tfrac12)=\psi(1)-2\ln2=-\gamma-2\ln2$. The bracket in $W$ becomes $2\gamma+2\psi(\tfrac12)=-4\ln2$, and division by 4 reproduces the midpoint energy.

Setting $s=\tfrac14$ gives

$$
\psi(\tfrac14)+\psi(\tfrac34)=-2\ln2+2\psi(\tfrac12)=-2\gamma-6\ln2,
$$

so that

$$
W\!\left(\frac L4\right)=-\frac{3\ln2}{2}\,\frac{q^2}{L}.
$$

## Part (e): Force and shape of the energy

**Question.** Find the force on the charge from $W$ and, independently, from the images. Determine the nature of the equilibrium at the midpoint, and the leading effect of the far plate when the charge is near the lower one.

**Answer.** Differentiating the digamma series term by term, and using $\psi(s)=\psi(1+s)-1/s$, gives

$$
\psi'(s)=\sum_{m=0}^{\infty}\frac1{(m+s)^2}.
$$

Since $dx/da=1/L$, the force along $z$ is

$$
F=-\frac{dW}{da}=-\frac{q^2}{4L^2}\left[\psi'(x)-\psi'(1-x)\right].
$$

In the image picture, the positive images are placed symmetrically about the real charge and their forces cancel. The negative images below it are at distances $2(a+mL)$ and those above at $2[(m+1)L-a]$, with $m=0,1,\ldots$. All of them attract, so

$$
F=-\frac{q^2}{4L^2}\sum_{m=0}^{\infty}\left[\frac1{(m+x)^2}-\frac1{(m+1-x)^2}\right],
$$

which is the same expression. The agreement supports the factor $\tfrac12$ in part (b): with $W=q\varphi$, the negative slope $-dW/da$ would be twice the force.

Every term of $\psi'(s)$ decreases with $s$. For $x<\tfrac12$ the bracket is therefore positive and the force points to the lower plate; for $x>\tfrac12$ it points to the upper one. The midpoint is the single maximum of $W$. Its curvature follows from

$$
\psi''(\tfrac12)=-2\sum_{m=0}^{\infty}\frac1{(m+\frac12)^3}
=-16\sum_{m=0}^{\infty}\frac1{(2m+1)^3}=-14\,\zeta(3).
$$

In the last step, the sum over odd integers is $\zeta(3)=\sum_{n\ge1}n^{-3}$ less its even part $\zeta(3)/8$. Differentiating $W$ twice gives

$$
\frac{d^2W}{da^2}\bigg|_{L/2}=\frac{q^2}{4L^3}\,2\psi''(\tfrac12)=-\frac{7\zeta(3)\,q^2}{L^3}.
$$

The equilibrium is unstable against motion towards either plate and neutral against motion parallel to them.

Near the lower plate $x\ll1$, and $n^2-x^2$ in the series of part (c) may be replaced by $n^2$:

$$
W=-\frac{q^2}{4a}-\frac{q^2x^2}{2L}\sum_{n=1}^{\infty}\frac1{n(n^2-x^2)}
\approx-\frac{q^2}{4a}-\frac{\zeta(3)\,q^2a^2}{2L^3}.
$$

The first term is the energy at a single plate. The far plate adds neither a constant nor a term linear in $a$. The reason is that each image pair with $n\neq0$ is a dipole of moment $2aq$ near $2nL$. The potentials of the dipoles at $2nL$ and $-2nL$ cancel on the plane $z=0$. At height $a$ they leave a remainder proportional to the moment times $a$, hence to $a^2$.

## Part (f): A derivation without images

**Question.** Solve Poisson's equation by Fourier transformation along the plates, and recover the midpoint energy.

**Answer.** Write $\Phi$ as the integral of $e^{i\mathbf k\cdot\boldsymbol\rho}g(k,z)$ over $d^2k/(2\pi)^2$, where $\boldsymbol\rho$ is the position parallel to the plates. Then $\nabla^2\Phi=-4\pi q\,\delta(\mathbf r-a\hat{\mathbf z})$ becomes

$$
g''-k^2g=-4\pi q\,\delta(z-a),\qquad g(k,0)=g(k,L)=0 .
$$

Below the charge $g$ is proportional to $\sinh kz$, and above it to $\sinh k(L-z)$. Continuity at $z=a$ gives $g=C\sinh(kz_<)\sinh[k(L-z_>)]$, where $z_<$ and $z_>$ are the smaller and larger of $z$ and $a$. Integrating the equation across $z=a$ shows that $g'$ must jump by $-4\pi q$:

$$
-Ck\left[\sinh ka\cosh k(L-a)+\cosh ka\sinh k(L-a)\right]=-Ck\sinh kL=-4\pi q .
$$

So $C=4\pi q/(k\sinh kL)$. Without plates the decaying solution is $(2\pi q/k)e^{-k|z-a|}$, whose slope has the same jump. Subtract it, set $z=a$ and $\boldsymbol\rho=0$, and use $d^2k/(2\pi)^2\to k\,dk/(2\pi)$:

$$
\varphi=q\int_0^\infty dk\left[\frac{2\sinh(ka)\sinh k(L-a)}{\sinh kL}-1\right].
$$

At $a=L/2$, the identity $\sinh kL=2\sinh(kL/2)\cosh(kL/2)$ reduces the fraction to $\tanh(kL/2)$. Since $\tanh(kL/2)-1=-2/(e^{kL}+1)$, the substitution $t=kL$ gives

$$
\varphi=-\frac{2q}{L}\int_0^\infty\frac{e^{-t}}{1+e^{-t}}\,dt
=\frac{2q}{L}\Big[\ln(1+e^{-t})\Big]_0^\infty=-\frac{2q\ln2}{L}.
$$

Half of $q\varphi$ is again $-q^2\ln2/L$.

## Part (g): Numbers and limits of the model

**Question.** For an electron and $L=20$ bohr (1.058 nm), compare $W$ with the energy at one plate and with the sum of two one-plate energies. Examine the convergence of the image sum at the midpoint. State when the model fails.

**Answer.** At $a=5$ bohr, $x=\tfrac14$, and the digamma values are $\psi(\tfrac14)=-4.22745$ and $\psi(\tfrac34)=-1.08586$. With $2\gamma=1.15443$,

$$
W=\frac{1.15443-4.22745-1.08586}{4\times20}=-0.05199\ \text{hartree}.
$$

At the midpoint, $W=-0.693147/20=-0.03466$ hartree, or $-0.943$ eV. The same formulas give the following energies in hartree. The third column is $-1/(4a)$ and the fourth is $-1/(4a)-1/[4(L-a)]$.

| $a$ (bohr) | $W$ | one plate | two-plate sum |
|---|---|---|---|
| 2 | −0.1253 | −0.1250 | −0.1389 |
| 5 | −0.0520 | −0.0500 | −0.0667 |
| 10 | −0.0347 | −0.0250 | −0.0500 |

At 2 bohr the one-plate energy is much the better approximation, in accordance with the small far-plate term of part (e). At the midpoint the two-plate sum is $-1/L$, too deep by the factor $1/\ln2=1.44$. It contains the first image in each plate but omits the images of those images.

The midpoint sums over $|n|\le N$ are $-0.025000$, $-0.033333$, $-0.034629$ and $-0.034657$ hartree for $N=0,1,10,100$. For $N=10$ the estimate of part (c) predicts an error of $0.25/(80\times100)=3.1\times10^{-5}$ hartree; the actual error is $2.8\times10^{-5}$ hartree. The difference arises because the integral only approximates the discrete tail.

These digits describe the ideal model, not a real junction. The divergence $-q^2/(4a)$ comes from treating each metal as a sharp plane that screens perfectly. In a real metal the induced charge has a finite width, so the formula fails within a few bohr of a surface; the entry at 2 bohr illustrates the mathematics only. The other entries are also sensitive to where the effective screening plane lies. If each plane is moved a distance $\delta$ into the gap, $a$ becomes $a-\delta$ and $L$ becomes $L-2\delta$ in the closed form. For $\delta=1$ bohr this deepens $W$ by the factor $20/18=1.11$ at the midpoint and by about $1.24$ at 5 bohr. For a real gap of this width even the midpoint value is therefore uncertain by roughly ten per cent per bohr of uncertainty in $\delta$. The charge must also move slowly enough for the metal electrons to follow it. For a quantum electron, $W$ can then serve as a potential energy only where the electron stays well away from both surfaces, and it does not include the kinetic energy of confinement. For $L=20$ bohr the ground state of the motion along $z$ in the potential $W$, with the wave function vanishing at the plates, has a mean kinetic energy of about 0.6 eV and about 16% of its probability within 3 bohr of a plate, so its energy depends on the region where the formula fails. If the upper plate is held at a voltage $V$ instead of ground, linearity adds the potential $Vz/L$, and the potential energy whose negative slope is the force becomes $W(a)+qVa/L$.

Numbers in the example were calculated in double precision.
